\section*{Estimating an insulator's band energy with random vectors on well-separated sites, part 1}

(Sections cited here and not found follow in the second part.)

On a ring of 960 sites that models an ionic insulator, the band energy per site is $-4.888\times10^{-19}$~J. Estimated with 24 vectors whose entries are all random signs, it carries a standard deviation of $4.45\times10^{-21}$~J. Estimated with 24 vectors of which each has random signs on every 24th site and zeros elsewhere, it carries $2.80\times10^{-26}$~J. The cost is the same, and the ratio is $4.4515\times10^{-21}/2.8049\times10^{-26}=1.6\times10^{5}$. When the gap is closed, the second figure rises to about $4.8\times10^{-23}$~J while the first hardly moves.

\section{The trace and the model}

Let $H$ be a real symmetric $N\times N$ matrix in an orthonormal basis of localized orbitals, for instance a Kohn--Sham Hamiltonian held fixed. Orbitals $i\neq j$ are joined by a bond if $H_{ij}\neq0$, and the distance $r(i,j)$ is the least number of bonds between them. Energies are measured from the chemical potential, the temperature is zero, and the eigenvalues $x$ lie in $[-b,-a]\cup[a,b]$ with $a>0$. The density matrix per spin is $P=\tfrac12(1-\operatorname{sign}H)$. Since $x\operatorname{sign}x=|x|$, the band energy with both spins is
\begin{equation}
E=\operatorname{Tr}A,\qquad A=2PH=H-|H|,\qquad |H|=(H^2)^{1/2}.
\end{equation}
A product $Av$ costs $O(N)$ operations (Section~\ref{alg}), but summing $e_i^{T}Ae_i$ over all unit vectors $e_i$ takes $N$ products and costs $O(N^2)$.

The model is a chain with $H=\Delta\Sigma+M$, where $\Sigma_{jj}=(-1)^j$ and $M=-t(S+S^{-1})$, with $S$ the shift by one site. Odd sites have energy $-\Delta$ and are the anions. The chosen inputs are $\Delta=2.4\times10^{-19}$~J, $t=3.2\times10^{-19}$~J and a bond length of $2.2\times10^{-10}$~m. The gap is $2\Delta=4.8\times10^{-19}$~J (2.996~eV). A hop changes the sign of $(-1)^j$, so $\Sigma M=-M\Sigma$, the cross terms in $H^2$ cancel, and
\begin{equation}
H^2=\Delta^2+M^2=\Delta^2+2t^2+t^2(S^2+S^{-2}).
\label{h2}
\end{equation}
$H^2$, and with it $|H|$, links only sites at even distance. Write $|H|_{j,j\pm2k}=F_k$; these numbers are derived below. As $\operatorname{Tr}H=0$, the energy per site is $-F_0$.

\section{What goes wrong with dense random vectors}

The Hutchinson estimator takes $\chi_i=\pm1$, independent and equally likely, on every site. Because $\chi_i^2=1$ and $A$ is symmetric,
\begin{equation}
\chi^TA\chi=\operatorname{Tr}A+2\sum_{i<j}A_{ij}\chi_i\chi_j .
\end{equation}
The mean of $\chi_i\chi_j$ vanishes for $i\ne j$, so the estimate is unbiased. The mean of $\chi_i\chi_j\chi_k\chi_l$ with $i<j$, $k<l$ is 1 if the pairs coincide and 0 otherwise, since an unpaired sign averages to zero. One vector therefore has variance $4\sum_{i<j}A_{ij}^2$, and the average of $m$ vectors has
\begin{equation}
\sigma_{\rm H}^2=\frac2m\sum_{i\neq j}A_{ij}^2 .
\label{hutch}
\end{equation}

For the chain, the off-diagonal elements in a row are $-t$ twice, from $H$, and $-F_k$ twice for each $k\geq1$, from $-|H|$. The diagonal of $|H|^2=H^2$ gives $F_0^2+2\sum_{k\ge1}F_k^2=\Delta^2+2t^2$, so the off-diagonal weight per site is
\begin{equation}
2t^2+2\sum_{k\geq1}F_k^2=\Delta^2+4t^2-F_0^2=2.28281\times10^{-37}\ \mathrm{J^2}.
\end{equation}
Of this, $2t^2=2.048\times10^{-37}$~J$^2$ comes from distance 1, and $2F_1^2=2(1.07584\times10^{-19})^2=0.2315\times10^{-37}$~J$^2$ from distance 2. The two together make $2.2795\times10^{-37}$~J$^2$. The noise comes from the first and second neighbours, and averaging dilutes it only as $m^{-1/2}$. The distance-1 part stems from $H$, whose trace is known exactly; applying the estimator to $|H|$ alone would leave the weight $(2.28281-2.048)\times10^{-37}=0.2348\times10^{-37}$~J$^2$ and lower $\sigma_{\rm H}$ by a factor 3.1. The dense figures quoted in this text are for the full $A$. The rapid decay of distant elements in an insulator is never used.

\section{Removing the near pairs}

A pair $(i,j)$ enters $v^TAv$ only if $v_i$ and $v_j$ are both non-zero. Divide the sites into $m$ classes $C_1,\dots,C_m$, called colours, and set $v_c=\sum_{i\in C_c}\eta_ie_i$ with $\eta_i=\pm1$. The results are added, not averaged, because each site belongs to one class:
\begin{equation}
\mathcal E=\sum_cv_c^TAv_c=\operatorname{Tr}A+\sum_c\sum_{i\neq j\in C_c}\eta_i\eta_jA_{ij}.
\label{probe}
\end{equation}
For independent random signs the argument above applies to each class, and different classes share no signs, so $\mathcal E$ is unbiased with
\begin{equation}
\sigma^2=2\sum_c\sum_{i\neq j\in C_c}A_{ij}^2 .
\label{var}
\end{equation}
This was confirmed numerically by enumerating all sign vectors on a small disordered ring.

Splitting alone gains nothing. If colours are drawn at random, a given pair shares a colour with probability $1/m$, and the mean of \eqref{var} is exactly \eqref{hutch}. A poor colouring is worse than that mean. The gain must come from geometry, so we require a \emph{distance-$d$ colouring}: sites of one colour satisfy $r>d$. All elements with $1\le r\leq d$ are then absent from \eqref{probe}, for every choice of signs and not merely on average. The same vectors give diagonal elements, and so site populations when $A$ is replaced by $2P$:
\begin{equation}
\eta_i(Av_c)_i=A_{ii}+\sum_{j\in C_c,\,j\neq i}\eta_i\eta_jA_{ij},\qquad i\in C_c .
\label{diag}
\end{equation}

\section{The size of the surviving elements}

The element $(H^n)_{ij}$ is a sum of products $H_{ik_1}H_{k_1k_2}\cdots H_{k_{n-1}j}$, and each factor moves at most one bond, so it vanishes for $n<r$. For any polynomial $p$ of degree below $r$ this gives $p(H)_{ij}=0$. No element of a symmetric matrix exceeds its largest eigenvalue in modulus, hence
\begin{equation}
|f(H)_{ij}|=|(f-p)(H)_{ij}|\leq\max_{a\leq|x|\leq b}|f(x)-p(x)| .
\label{lemma}
\end{equation}
Decay in space is thus a question of polynomial approximation.

The functions needed are $|x|=y^{1/2}$ and $\operatorname{sign}x=x\,y^{-1/2}$ with $y=x^2\in[a^2,b^2]$. Parametrize this interval by $\theta\in[0,\pi]$:
\begin{equation}
y=\frac{a^2+b^2}2+\frac{b^2-a^2}2\cos\theta=\Big(\frac{a+b}2\Big)^2|1+qe^{i\theta}|^2,\qquad q=\frac{b-a}{b+a}.
\label{map}
\end{equation}
The second form follows from $|1+qe^{i\theta}|^2=1+q^2+2q\cos\theta$, with $\tfrac14[(a+b)^2+(b-a)^2]=\tfrac12(a^2+b^2)$ and $\tfrac14\,2(a+b)(b-a)=\tfrac12(b^2-a^2)$. Also $1-q^2=4ab/(a+b)^2$.

Let $(1-z)^{-1/2}=\sum_n\alpha_nz^n$ and $(1-z)^{1/2}=\sum_n\beta_nz^n$. These functions obey $(1-z)f'=f/2$ and $(1-z)g'=-g/2$, and comparing powers of $z$ gives
\begin{equation}
\frac{\alpha_{n+1}}{\alpha_n}=\frac{2n+1}{2n+2},\qquad\frac{\beta_{n+1}}{\beta_n}=\frac{2n-1}{2n+2},\qquad\alpha_0=\beta_0=1 .
\end{equation}
So $\alpha_n=\binom{2n}{n}/4^n$ is positive and decreasing. The sequence $-\alpha_n/(2n-1)$ has the start and the ratio of $\beta_n$ and equals it; $\beta_n<0$ for $n\geq1$, $|\beta_n|$ decreases, and $\sum_n|\beta_n|z^n=1-(g-1)=2-\sqrt{1-z}$. Stirling's formula gives $\alpha_n\approx(\pi n)^{-1/2}$ and $|\beta_n|\approx n^{-3/2}/(2\sqrt\pi)$.

Write $|1+qe^{i\theta}|^{\pm1}=(1+qe^{i\theta})^{\pm1/2}(1+qe^{-i\theta})^{\pm1/2}$, expand the factors with $z=-qe^{i\theta}$ and $z=-qe^{-i\theta}$, and collect $e^{ik\theta}$ from power $n+k$ of the first and power $n$ of the second. The coefficient of $e^{-ik\theta}$ is the same, so
\begin{align}
y^{1/2}&=F_0+2\sum_{k\geq1}F_k\cos k\theta, & F_k&=\frac{a+b}2(-q)^k\sum_{n\ge0}\beta_n\beta_{n+k}q^{2n},\label{F}\\
y^{-1/2}&=G_0+2\sum_{k\geq1}G_k\cos k\theta, & G_k&=\frac2{a+b}(-q)^k\sum_{n\ge0}\alpha_n\alpha_{n+k}q^{2n}.\label{G}
\end{align}
Here $\cos k\theta=T_k(\cos\theta)$ is a Chebyshev polynomial, of degree $k$ in $y$ and $2k$ in $x$. Monotonicity, $\alpha_{n+k}\leq\alpha_k$ and $|\beta_{n+k}|\leq|\beta_k|$, leaves sums that are known:
\begin{align}
|G_k|&\leq\frac{2}{a+b}\frac{\alpha_kq^k}{\sqrt{1-q^2}}=\frac{\alpha_kq^k}{\sqrt{ab}},\\
|F_k|&\leq\frac{a+b}2\big(2-\sqrt{1-q^2}\big)|\beta_k|q^k .
\end{align}

For $P=\tfrac12(1-xy^{-1/2})$ keep the terms $k\leq s-1$. The polynomial has degree $2s-1$, which is below $r$ for $s=\lfloor r/2\rfloor$. The remainder is at most $\tfrac12b\cdot2\sum_{k\geq s}|G_k|$, and $\sum_{k\ge s}\alpha_kq^k\leq\alpha_sq^s/(1-q)$. For $|H|$ the same truncation has degree $2s-2$, below $r$ for $s=\lceil r/2\rceil$, with remainder at most $2\sum_{k\geq s}|F_k|$. Equation \eqref{lemma} gives, for $r\geq2$, where $A_{ij}=-|H|_{ij}$,
\begin{align}
|P_{ij}|&\leq B_P(r)=\sqrt{\frac ba}\,\frac{\alpha_sq^s}{1-q}, & s&=\lfloor r/2\rfloor,\label{BP}\\
|A_{ij}|&\leq B_E(r)=(a+b)\big(2-\sqrt{1-q^2}\big)\frac{|\beta_s|q^s}{1-q}, & s&=\lceil r/2\rceil.\label{BE}
\end{align}
One power of $q$ corresponds to two bonds. With $q=e^{-2\gamma}$ the rate per bond obeys
\begin{equation}
\tanh\gamma=\frac{1-q}{1+q}=\frac ab .
\end{equation}
For $b\to a$, $q\to0$: then $H^2=a^2$, $P=\tfrac12(1-H/a)$ ends at nearest neighbours, and a distance-1 colouring is exact. For a small gap $\gamma\approx a/b$. The rate depends on the ratio of the half-gap to the spectral radius, so a large basis with high-lying states weakens the bound at a fixed gap.

\section{Error of the scheme, with and without signs}

Let $z(r)$ be the largest number of same-colour partners that a site has at distance $r$, and $d\geq1$. With all $\eta_i=1$ the scheme is deterministic, and \eqref{probe} gives a bias; with random signs \eqref{var} gives noise:
\begin{equation}
\frac{|\mathcal E-E|}N\leq\sum_{r>d}z(r)B_E(r),\qquad\frac\sigma N\leq\Big[\frac2N\sum_{r>d}z(r)B_E(r)^2\Big]^{1/2}.
\label{bounds}
\end{equation}
In $D$ dimensions $z(r)\leq Cr^{D-1}$, and $B_E(r)\leq B_0e^{-\gamma r}$ with $B_0$ a constant, because $s\geq r/2$. Setting $r=d+u$ and using $d+u\leq2du$ for $d,u\geq1$,
\begin{equation}
\sum_{r>d}z(r)B_E(r)\leq CB_0(2d)^{D-1}e^{-\gamma d}\sum_{u\geq1}u^{D-1}e^{-\gamma u},
\end{equation}
and the last sum converges. The same step with $2\gamma$ under the root handles $\sigma$. Both errors fall at least as fast as $e^{-\gamma d}$ times a power of $d$. On a graph where $z(r)$ grows exponentially, the sum in the bias bound diverges if the growth rate exceeds $\gamma$, and the sum in the noise bound if it exceeds $2\gamma$.

Signs cost nothing and put a factor $N^{-1/2}$ per site into the bound. The actual gain is of this size when the dominant surviving elements share one sign, as on the clean ring below; where the signs of these elements already vary from pair to pair it is smaller. This gain comes from summing over many sites. A single diagonal element \eqref{diag} has variance $\sum_{j}A_{ij}^2$ over the partners of $i$, independent of $N$. A nonlinear function $f$ of one such noisy population acquires, from the second-order term of its Taylor series, a bias of $\tfrac12f''$ times this variance to leading order. A term that couples two sites is biased by their covariance instead, which vanishes for sites of different colour because they share no signs.

\section{The number of colours}

Two sites in a ball of radius $\lfloor d/2\rfloor$ are at most $d$ apart and need different colours, so $m$ is at least the size of that ball. Colouring sites one at a time with the first colour not used within distance $d$ never needs more than the largest number of sites in a ball of radius $d$. Both counts scale as $d^D$. The error bound is therefore exponential in the colouring distance, but in the number of vectors it falls as $\exp(-c\,m^{1/D})$, which is a plain exponential only for $D=1$. The cost grows faster than $m$: the truncation bound of Section~\ref{alg} falls as $e^{-2\gamma n}$ in the number $n$ of Chebyshev terms, so matching $e^{-\gamma d}$ needs $2n\sim d$, and the number of sparse products scales as $d^{D+1}$. Even on a chain the bound is exponential only in the square root of that number.

On a chain, colour $j\bmod L$ has $d=L-1$ and $m=L$, which is optimal because $d+1$ consecutive sites must differ; on a ring $L$ must divide $N$. On the square lattice with integer coordinates $(X,Z)$ and $d=2\rho$, the ball of radius $\rho$ holds $1+\sum_{r=1}^\rho4r=2\rho^2+2\rho+1$ sites. The colouring
\begin{equation}
c=[X+(2\rho+1)Z]\bmod m,\qquad m=2\rho^2+2\rho+1,
\label{lee}
\end{equation}
attains this bound. Displacements that preserve the colour form a sublattice of index $m$, since all $m$ colours occur along a row. It contains $(\rho+1,\rho)$ and $(-\rho,\rho+1)$, because $\rho+1+(2\rho+1)\rho=m$ and $-\rho+(2\rho+1)(\rho+1)=m$. Their determinant is $(\rho+1)^2+\rho^2=m$, so they generate it. For $u$ times the first plus $v$ times the second,
\begin{equation}
X+Z=(2\rho+1)u+v,\qquad Z-X=(2\rho+1)v-u,
\end{equation}
and $r=|X|+|Z|=\max(|X+Z|,|Z-X|)$. If $|u|>|v|$, then $|X+Z|\geq(2\rho+1)|u|-(|u|-1)\geq2\rho+1$. If $|v|>|u|$, the same holds for $|Z-X|$. If $v=u\neq0$, then $|X+Z|=(2\rho+2)|u|$, and if $v=-u\neq0$, then $|Z-X|=(2\rho+2)|u|$. The least distance is $2\rho+1>d$. Here $d\approx\sqrt{2m}$, and the guaranteed decay is $e^{-\gamma\sqrt{2m}}$.

\section{The algorithm}
\label{alg}

First choose safe bounds $a$ and $b$, compute $F_0,\dots,F_n$ from \eqref{F}, colour the graph and draw the signs. By \eqref{map} the operator that replaces $\cos\theta$ is $Y=(2H^2-a^2-b^2)/(b^2-a^2)$. For each colour form $u_0=v_c$, $u_1=Yv_c$, $u_{k+1}=2Yu_k-u_{k-1}$, which is the identity $\cos(k+1)\theta=2\cos\theta\cos k\theta-\cos(k-1)\theta$. Then
\begin{equation}
\mathcal E_n=\operatorname{Tr}H-\sum_cv_c^T\Big(F_0u_0+2\sum_{k=1}^nF_ku_k\Big),
\end{equation}
where $\sum_cv_c^THv_c=\operatorname{Tr}H$ holds exactly for $d\geq1$. The work is $2nm$ sparse products, and neither $n$ nor $m$ depends on $N$.

The truncated series differs from $|H|$ by an operator of norm at most $2\sum_{k>n}|F_k|\leq B_E(2n+2)$, and $\sum_c|v_c|^2=N$, so truncation changes the estimate per site by at most $B_E(2n+2)$. If $2n\leq d$, no same-colour element of the polynomial survives: the result is independent of the signs and the whole error is truncation. The bounds must enclose the spectrum. An eigenvalue with $|x|<a$ or $|x|>b$ puts $Y$ outside $[-1,1]$, where $T_k$ grows exponentially and the truncation bound is void.

Vectors supported on sites more than $d$ bonds apart remove all errors from nearer pairs, and in $D$ dimensions with a gap the remaining error falls at least as fast as $e^{-\gamma d}$ times a power of $d$, with a number of sparse products independent of $N$. It remains to test the errors and their bounds on the clean ring, with disorder and in two dimensions, and to see what happens when the gap closes.
